# Activation Energy of Direct-Gap Electron-Electron-Hole Auger Recombination: a program that tests the result

```python
"""
Result under test: for electron-electron-hole Auger recombination in a
direct-gap semiconductor with isotropic parabolic bands, the least total
kinetic energy of the three initial carriers (the activation energy) is
    E_a = gap * m_e / (m_e + m_h).
Symbols: m_e, m_h = electron and hole masses in free-electron masses;
a = m_e/(m_e+m_h); kT = thermal energy; alpha = nonparabolicity (1/eV).
Energies are in eV. Momenta are in sqrt(free-electron mass * eV), so that
p**2/(2 m) is in eV. The hole momentum is minus that of the empty state.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

rng = np.random.default_rng(12345)
K_B = sc.k / sc.e
TO_INV_ANGSTROM = np.sqrt(sc.m_e * sc.e) / sc.hbar * 1e-10
HARTREE = sc.physical_constants["Hartree energy in eV"][0]


def activation(gap, m_e, m_h):
    return gap * m_e / (m_e + m_h)


def band_energy(x, alpha):
    """Solve E(1 + alpha E) = x, with x = p^2/(2 m_e)."""
    return 2 * x / (1 + np.sqrt(1 + 4 * alpha * x))


def search_threshold(gap, m_e, m_h, alpha=0.0, starts=12):
    """Minimize initial kinetic energy using only the conservation laws."""
    masses = np.array([m_e, m_e, m_h])

    def momenta(u):
        return u.reshape(3, 3) * np.sqrt(masses)[:, None]

    def kinetic(u):
        x = np.sum(momenta(u)**2, axis=1) / (2 * masses)
        return (band_energy(x[0], alpha) + band_energy(x[1], alpha)
                + x[2])

    def mismatch(u):
        total = momenta(u).sum(axis=0)
        final = band_energy(total @ total / (2 * m_e), alpha)
        return gap + kinetic(u) - final

    found = []
    for _ in range(starts):
        res = minimize(kinetic, rng.normal(size=9) * np.sqrt(gap),
                       method="SLSQP",
                       constraints={"type": "eq", "fun": mismatch},
                       options={"ftol": 1e-13, "maxiter": 500})
        if np.isfinite(res.fun) and abs(mismatch(res.x)) < 1e-7:
            found.append((res.fun, res.x))
    assert found, "no feasible point found"
    best, u = min(found, key=lambda item: item[0])
    return best, momenta(u) / masses[:, None]


# Activation energy and equal velocities, including m_e > m_h.
search_error = 0.0
for m1, m2 in [(0.1, 0.5), (0.3, 0.3), (0.8, 0.2)]:
    least, velocities = search_threshold(1.5, m1, m2)
    error = abs(least - activation(1.5, m1, m2))
    search_error = max(search_error, error)
    assert error < 1e-5
    mean_v = velocities.mean(axis=0)
    spread = np.max(np.abs(velocities - mean_v))
    assert spread < 5e-3 * np.linalg.norm(mean_v)


def phase_space(gap, m_e, m_h, kT, power=0):
    """Thermal mean of the energy delta times internal energy**power."""
    beta = 1 / kT
    ratio = (2 * m_e + m_h) / m_e - 1

    def integrand(t):
        internal = t * kT
        centre = (gap + internal) / ratio
        density_i = beta**3 * internal**2 * np.exp(-t) / 2
        density_c = (2 / np.sqrt(np.pi) * beta**1.5
                     * np.sqrt(centre) * np.exp(-beta * centre))
        return internal**power * density_i * density_c * kT / ratio

    return quad(integrand, 0, 60, epsabs=0, epsrel=1e-11, limit=200)[0]


def sampled_phase_space(gap, m_e, m_h, kT, half_width):
    """Sample three Maxwellian carriers; narrow window replaces delta."""
    hits, weighted, number = 0, 0.0, 0
    for _ in range(4):
        size = 500_000
        p1 = rng.normal(size=(size, 3)) * np.sqrt(m_e * kT)
        p2 = rng.normal(size=(size, 3)) * np.sqrt(m_e * kT)
        q = rng.normal(size=(size, 3)) * np.sqrt(m_h * kT)
        kinetic = (np.sum(p1**2 + p2**2, axis=1) / (2 * m_e)
                   + np.sum(q**2, axis=1) / (2 * m_h))
        total2 = np.sum((p1 + p2 + q)**2, axis=1)
        near = np.abs(gap + kinetic - total2 / (2 * m_e)) < half_width
        internal = kinetic - total2 / (2 * (2 * m_e + m_h))
        hits += np.count_nonzero(near)
        weighted += internal[near].sum()
        number += size
    scale = 2 * half_width * number
    return hits / scale, weighted / scale


# Tolerance covers sampling noise of about one percent and window width.
sampling_error = 0.0
for thermal in (0.15, 0.075):
    sampled = sampled_phase_space(1.5, 0.1, 0.5, thermal, 0.03)
    for power in (0, 1):
        expected = phase_space(1.5, 0.1, 0.5, thermal, power)
        error = abs(sampled[power] / expected - 1)
        sampling_error = max(sampling_error, error)
        assert error < 0.05


def arrhenius_slope(gap, m_e, m_h, kT, power=0):
    """Minus d ln(phase space)/d beta by a centred difference."""
    beta, step = 1 / kT, 1e-3 / kT
    high = phase_space(gap, m_e, m_h, 1 / (beta + step), power)
    low = phase_space(gap, m_e, m_h, 1 / (beta - step), power)
    return -(np.log(high) - np.log(low)) / (2 * step)


def slope_expansion(gap, m_e, m_h, kT, power=0):
    a = m_e / (m_e + m_h)
    return (activation(gap, m_e, m_h) - (1.5 - power) * kT
            + (3 + power) * kT**2 / (2 * (1 + a) * gap))


def low_temperature_form(gap, m_e, m_h, kT):
    a = m_e / (m_e + m_h)
    e_a = activation(gap, m_e, m_h)
    return (2 * a / np.sqrt(np.pi) * kT**-1.5 * np.sqrt(e_a)
            / (1 + a)**3 * np.exp(-e_a / kT))


for power in (0, 1):
    numeric = arrhenius_slope(1.5, 0.1, 0.5, 0.01, power)
    assert abs(numeric - slope_expansion(1.5, 0.1, 0.5, 0.01, power)) < 1e-5
cold_ratio = (phase_space(1.5, 0.1, 0.5, 0.01)
              / low_temperature_form(1.5, 0.1, 0.5, 0.01))
first_correction = 3 * 0.01 / (2 * (1 + 0.1 / 0.6) * 1.5)
assert abs(cold_ratio - 1 - first_correction) < 2e-4


def nonparabolic_threshold(gap, m_e, m_h, alpha):
    """Equal-velocity threshold for a nonparabolic conduction band."""
    def state(p):
        x = p**2 / (2 * m_e)
        speed = p / m_e / np.sqrt(1 + 4 * alpha * x)
        kinetic = 2 * band_energy(x, alpha) + m_h * speed**2 / 2
        return kinetic, 2 * p + m_h * speed

    def excess(p):
        kinetic, total = state(p)
        return band_energy(total**2 / (2 * m_e), alpha) - gap - kinetic

    return state(brentq(excess, 0, 10, xtol=1e-13))


# Rough typical inputs for CdTe, and rough inputs for omitted effects.
gap, m_e, m_h, temperature = 1.5, 0.1, 0.5, 300.0
m_h_low, m_h_high, m_light = 0.4, 0.7, 0.12
lattice_angstrom, gap_drift = 6.5, 3e-4
scattering_fs, electron_density = 100.0, 1e17

kT = K_B * temperature
e_a = activation(gap, m_e, m_h)
total_mass = 2 * m_e + m_h
p_final = np.sqrt(2 * total_mass * e_a)
k_final = p_final * TO_INV_ANGSTROM
k_electron = k_final * m_e / total_mass
k_hole = k_final * m_h / total_mass
assert abs(p_final**2 / (2 * m_e) - gap - e_a) < 1e-12

alpha = (1 - m_e)**2 / gap
e_np, p_np = nonparabolic_threshold(gap, m_e, m_h, alpha)
searched_np, _ = search_threshold(gap, m_e, m_h, alpha)
assert abs(e_np - searched_np) < 1e-5
assert abs(nonparabolic_threshold(gap, m_e, m_h, 1e-9)[0] - e_a) < 1e-6

direct_weight = phase_space(gap, m_e, m_h, kT)
slope = arrhenius_slope(gap, m_e, m_h, kT)
# Lorentzian tail at an energy mismatch of one gap: order of magnitude only.
width = sc.hbar / (scattering_fs * 1e-15 * sc.e)
assisted_weight = width / (2 * np.pi * gap**2)

n_c = 2 * (2 * np.pi * m_e * sc.m_e * sc.k * temperature
           / sc.h**2)**1.5 * 1e-6


def reduced_density(z):
    return 2 / np.sqrt(np.pi) * quad(
        lambda x: np.sqrt(x) * z * np.exp(-x) / (1 + z * np.exp(-x)),
        0, 60, epsabs=1e-12, limit=200)[0]


reduced = electron_density / n_c
fugacity = brentq(lambda z: reduced_density(z) - reduced, 1e-8, 2)
pair_factor = (fugacity / reduced)**2
assert abs(pair_factor - (1 + reduced / 2**1.5)**2) < 3e-3


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("CHECKS")
show("largest error of threshold search", search_error, "eV", ".1e")
show("largest relative sampling error", sampling_error, "", ".4f")
print("CdTe MODEL, ROUGH INPUTS")
show("gap", gap, "eV", ".2f")
show("electron mass", m_e, "free-electron masses", ".2f")
show("heavy-hole mass", m_h, "free-electron masses", ".2f")
show("temperature", temperature, "K", ".0f")
show("thermal energy", kT, "eV", ".5f")
print("PARABOLIC RESULT")
show("mass fraction a", m_e / (m_e + m_h))
show("activation energy", e_a, "eV")
show("activation energy, converted", e_a / HARTREE, "hartree", ".6f")
show("kinetic energy of each initial electron", e_a * m_e / total_mass, "eV")
show("kinetic energy of hole", e_a * m_h / total_mass, "eV")
show("final electron energy above band edge", gap + e_a, "eV")
show("wavevector of each initial electron", k_electron, "1/angstrom")
show("hole wavevector", k_hole, "1/angstrom")
show("final electron wavevector", k_final, "1/angstrom")
show("Boltzmann factor exp(-E_a/kT)", np.exp(-e_a / kT), "", ".3e")
show("Arrhenius slope, constant matrix element", slope, "eV")
show("slope from expansion", slope_expansion(gap, m_e, m_h, kT), "eV")
show("thermal phase-space weight D", direct_weight, "1/eV", ".3e")
print("OMITTED EFFECTS, ROUGH SIZES")
show("two-band nonparabolicity alpha", alpha, "1/eV")
show("nonparabolic activation energy", e_np, "eV")
show("nonparabolic final wavevector", p_np * TO_INV_ANGSTROM, "1/angstrom")
show("Boltzmann-factor change by nonparabolicity",
     np.exp(-(e_np - e_a) / kT), "", ".2e")
show("assumed scattering time", scattering_fs, "fs", ".0f")
show("lifetime broadening", width, "eV", ".5f")
show("phonon-assisted weight", assisted_weight, "1/eV", ".2e")
show("assisted / direct parabolic weight", assisted_weight / direct_weight,
     "", ".2f")
show("low hole mass", m_h_low, "free-electron masses", ".2f")
show("E_a at low hole mass", activation(gap, m_e, m_h_low), "eV")
show("high hole mass", m_h_high, "free-electron masses", ".2f")
show("E_a at high hole mass", activation(gap, m_e, m_h_high), "eV")
show("light-hole mass", m_light, "free-electron masses", ".2f")
show("E_a for light hole", activation(gap, m_e, m_light), "eV")
show("assumed fall of gap per kelvin", gap_drift, "eV/K", ".1e")
show("slope increase from gap drift",
     m_e / (m_e + m_h) * gap_drift * temperature, "eV")
show("electron density", electron_density, "cm^-3", ".1e")
show("effective conduction density of states", n_c, "cm^-3", ".2e")
show("degeneracy factor for electron pair", pair_factor)
show("lattice constant", lattice_angstrom, "angstrom", ".1f")
show("final wavevector / (2 pi/lattice constant)",
     k_final * lattice_angstrom / (2 * np.pi), "", ".3f")
print("verified")
```

It prints:

```
CHECKS
largest error of threshold search: 7.9e-14 eV
largest relative sampling error: 0.0094
CdTe MODEL, ROUGH INPUTS
gap: 1.50 eV
electron mass: 0.10 free-electron masses
heavy-hole mass: 0.50 free-electron masses
temperature: 300 K
thermal energy: 0.02585 eV
PARABOLIC RESULT
mass fraction a: 0.1667
activation energy: 0.2500 eV
activation energy, converted: 0.009187 hartree
kinetic energy of each initial electron: 0.0357 eV
kinetic energy of hole: 0.1786 eV
final electron energy above band edge: 1.7500 eV
wavevector of each initial electron: 0.0306 1/angstrom
hole wavevector: 0.1531 1/angstrom
final electron wavevector: 0.2143 1/angstrom
Boltzmann factor exp(-E_a/kT): 6.312e-05
Arrhenius slope, constant matrix element: 0.2118 eV
slope from expansion: 0.2118 eV
thermal phase-space weight D: 9.189e-04 1/eV
OMITTED EFFECTS, ROUGH SIZES
two-band nonparabolicity alpha: 0.5400 1/eV
nonparabolic activation energy: 0.6567 eV
nonparabolic final wavevector: 0.3500 1/angstrom
Boltzmann-factor change by nonparabolicity: 1.47e-07
assumed scattering time: 100 fs
lifetime broadening: 0.00658 eV
phonon-assisted weight: 4.66e-04 1/eV
assisted / direct parabolic weight: 0.51
low hole mass: 0.40 free-electron masses
E_a at low hole mass: 0.3000 eV
high hole mass: 0.70 free-electron masses
E_a at high hole mass: 0.1875 eV
light-hole mass: 0.12 free-electron masses
E_a for light hole: 0.6818 eV
assumed fall of gap per kelvin: 3.0e-04 eV/K
slope increase from gap drift: 0.0150 eV
electron density: 1.0e+17 cm^-3
effective conduction density of states: 7.94e+17 cm^-3
degeneracy factor for electron pair: 1.0930
lattice constant: 6.5 angstrom
final wavevector / (2 pi/lattice constant): 0.222
verified
```
